# Does the maximum on a straight switching path give the barrier?

## The argument under review

The argument concerns polarization reversal in a hafnia-like ferroelectric for a memory capacitor. Its authors take the two relaxed states of opposite polarization, interpolate every coordinate linearly between them, and evaluate the energy along the line. They find a maximum of 0.70 eV per cell above the starting state and reason as follows: "The crystal must pass from one state to the other. The highest energy met on the way is 0.70 eV. This is therefore the transition barrier, and it also fixes the switching field."

The first sentence is sound. The second describes one particular way. Whether the third follows depends on what the other ways cost, and the argument never asks this. I set out what a line maximum does establish, then work through the authors' own energy model.

## What a barrier is

Let $E(r)$ be a continuous energy on the space of structural coordinates $r$, and let $r_1$ and $r_2$ be the initial and final states. A path is any continuous curve $\gamma(\lambda)$, $0\le\lambda\le1$, from $r_1$ to $r_2$. Its cost is its highest energy, and the lowest possible barrier is

$$B=\inf_{\gamma}\max_{\lambda}E(\gamma(\lambda))-E(r_1).$$

The order of operations matters: first the maximum along each path, then the lowest value among paths.

This number is tied to a saddle under mild conditions. Suppose $E$ is smooth, its low-energy regions are closed and bounded, the ends are minima, and $E(r_1)+B$ lies above both end energies. If no stationary point had this energy, the gradient would stay away from zero in a thin energy band around it. A path whose maximum lay just above the level could then be moved downhill until all of it lay below the level, with its ends at rest. That contradicts the definition of $B$. Hence some stationary point lies at the barrier energy.

The straight line $r(\lambda)=r_1+\lambda(r_2-r_1)$ is one member of the set of paths, provided that $E$ is defined and continuous along it. An infimum cannot exceed the value for any one member, so

$$B\le B_{\rm line}=\max_{\lambda}E(r(\lambda))-E(r_1).$$

This is what the calculation proves. Equality holds if and only if the line is itself an optimal path.

The bound compares like with like: the same energy method, cell, field and end states. If identical oxygen atoms are paired differently between the end structures, the line has a different labelled end point and bounds a different minimax problem. When all pairings count as the same physical event, the lowest barrier over pairings is no greater than the smallest of their line maxima. Nor does the inequality bound the error of the energy method.

## A test the authors could have made

Let $E$ be continuously differentiable, and let the line have a single highest point, at an interior $\lambda_*$. The gradient component along the line vanishes there, but the transverse part $g_\perp$ need not. If $g_\perp\ne0$, set $n=g_\perp/|g_\perp|$ and bend the path:

$$r_\eta(\lambda)=r(\lambda)-\eta\,\varphi(\lambda)\,n,$$

where $\varphi$ is smooth, vanishes at both ends, and equals 1 at $\lambda_*$. To first order in the small length $\eta$,

$$E(r_\eta(\lambda))=E(r(\lambda))-\eta\,\varphi(\lambda)\,n\cdot\nabla E(r(\lambda))+o(\eta).$$

Away from $\lambda_*$ the original energy lies below the maximum by a finite amount, which a small $\eta$ cannot make up. Close to $\lambda_*$, $\varphi$ is near 1 and $n\cdot\nabla E$ is near $|g_\perp|$. The new maximum is therefore lower by $\eta|g_\perp|$ to first order, and $B<B_{\rm line}$ strictly. A residual transverse force at the single highest point rules out the claimed equality.

## The authors' model, solved

The model has two displacements. The polar one, $u$, carries the polarization. The secondary one, $q$, has the same value in both end states but prefers a different value in between. With $x=u/u_0$ and $z=q/q_0$, the energy per cell is

$$E(x,z)=A(1-x^2)^2+D(z-x^2)^2,\qquad D=\tfrac12Kq_0^2.$$

Both terms are nonnegative and vanish together at $(x,z)=(\pm1,1)$, so these are the end states, with energy zero. The inputs are $A=0.400$ eV, $K=1500$ eV/nm², $u_0=0.050$ nm and $q_0=0.020$ nm, which give

$$D=\tfrac12(1500)(0.020)^2\ {\rm eV}=0.300\ {\rm eV}.$$

**The straight path.** Since $z=1$ at both ends, linear interpolation keeps $z=1$. Then $z-x^2=1-x^2$, and

$$E(x,1)=(A+D)(1-x^2)^2.$$

For $-1\le x\le1$ this is largest at $x=0$, so $B_{\rm line}=A+D=0.700$ eV. The authors' number is correct as a line maximum.

**A lower bound.** Along any path $x$ changes continuously from $-1$ to $1$, so it takes the value zero somewhere. There the energy is

$$E(0,z)=A+Dz^2\ge A.$$

No path can cost less than $A$.

**A path that attains it.** Let the secondary displacement follow $z=x^2$. The second term vanishes, leaving $E=A(1-x^2)^2\le A$. This path costs $A$. The two bounds coincide:

$$B=A=0.400\ {\rm eV},\qquad B_{\rm line}-B=D=0.300\ {\rm eV}.$$

The line maximum is 1.75 times the barrier. The excess is the energy of holding the secondary displacement at its end-state value while the polar displacement passes through zero. In the limit $D\to0$ at fixed $A$ the excess vanishes. For large $D$ the line maximum grows without limit while the barrier stays at $A$, so the ratio $B_{\rm line}/B$ has no general upper limit.

A separate calculation flooded a grid of energies, raising the level until the end states joined. It gave 0.4000 eV without using the saddle formula.

**The missed warning.** At the top of the line the transverse gradient is

$$\left.\frac{\partial E}{\partial q}\right|_{x=0,z=1}=\frac{2D}{q_0}=Kq_0=30\ {\rm eV/nm}.$$

Bend the path by $\eta=0.0002$ nm at its centre, with $z=1-(\eta/q_0)(1-x^2)$. Then $z-x^2=(1-\eta/q_0)(1-x^2)$, and the maximum becomes $A+D(1-\eta/q_0)^2$. With $\eta/q_0=0.01$ the drop is

$$D\left[1-(0.99)^2\right]=0.300\times0.0199\ {\rm eV}=0.00597\ {\rm eV},$$

against the first-order value $30\times0.0002=0.00600$ eV. The difference is the second-order term $D(\eta/q_0)^2$.

**A cheap repair.** Two straight segments through $(0,0)$ have $z=|x|$. With $y=|x|$,

$$E=A(1-y^2)^2+Dy^2(1-y)^2.$$

Subtracting from $A$ and using $1-(1-y^2)^2=2y^2-y^4$,

$$A-E=y^2\left[A(2-y^2)-D(1-y)^2\right].$$

For $0\le y\le1$ the first term in the bracket is at least $A$ and the second at most $D$. If $D\le A$, as here, the bent path never exceeds $A$ and so reaches the true barrier. Its corner was placed by minimizing the energy at $x=0$. In a general problem such a constrained minimum over the whole dividing surface gives a lower bound; the full path through it must still be examined for an upper bound.

## Why zero force would not have settled it

The authors might reply that in another crystal the midpoint is symmetric and free of force. That removes one objection but does not prove equality. Consider, with dimensionless $x$ and $y$,

$$G(x,y)=C(1-x^2)^2-(b-dx^2)y^2+cy^4,$$

where $C=0.70$, $b=0.60$, $d=1.20$ and $c=0.40$, all in eV. The points $(\pm1,0)$ are minima of zero energy: their second derivatives are $8C$ and $2(d-b)$, both positive, and the mixed one vanishes. The straight path has $y=0$ and maximum $C=0.70$ eV. Since $G$ is even in $y$, there is no transverse force anywhere on it.

At the midpoint the second derivatives are $-4C=-2.8$ eV and $-2b=-1.2$ eV. There are two downhill directions, and the path can avoid the summit by moving sideways. On the dividing line $x=0$,

$$G(0,y)=C-by^2+cy^4=C-\frac{b^2}{4c}+c\left(y^2-\frac{b}{2c}\right)^2,$$

so every path costs at least $C-b^2/(4c)=0.70-0.36/1.60=0.475$ eV.

To see that this is attained, put $X=x^2$. For $X\le b/d=0.5$ choose $y^2=(b-dX)/(2c)$, keeping one sign of $y$; beyond that choose $y=0$. On the first part the energy is $C(1-X)^2-(b-dX)^2/(4c)$, with derivative

$$-2C(1-X)+\frac{d(b-dX)}{2c}=-0.5-0.4X<0$$

in eV. On the second part it is $C(1-X)^2$, which also falls as $X$ grows to 1. The highest energy is therefore at $x=0$, and the barrier is 0.475 eV.

This matters for path relaxation. A string of 21 images started on the straight line stayed at 0.700 eV, because the sideways force was zero. The same string, first displaced by $y=0.05(1-x^2)$, relaxed to 0.475 eV. A converged path should be perturbed off its symmetry, or the Hessian at its summit examined. At a stationary summit, a single downhill direction with all other curvatures positive identifies a first-order saddle, but does not exclude a lower saddle elsewhere.

The inequality itself does not rely on symmetry. In 30 random two-dimensional landscapes the flooded barrier never exceeded the line maximum beyond the estimated grid error, and in 18 it was lower by more than that error. The other 12 are not thereby shown to be equalities.

## The bound needs the true line maximum

The authors evaluate a finite number of images. The largest sampled energy can miss the peak, and then it need not be an upper bound on the barrier.

Keep $A$ and $K$ but reduce $q_0$ to 0.008 nm. Now $D=0.048$ eV, the line maximum is 0.448 eV, and the barrier is still 0.400 eV. Four equally spaced images lie at $x=-1,-1/3,1/3,1$. The highest sampled energy is

$$0.448\left(1-\tfrac19\right)^2\ {\rm eV}=0.448\times\tfrac{64}{81}\ {\rm eV}=0.354\ {\rm eV},$$

which is below the true barrier.

A safe correction follows from a curvature bound. Let $s$ be the coordinate along the line, let the images include both ends with spacing $h$, and let $|E''(s)|\le M$. If the maximum is at an end, it has been sampled. If it is at an interior point $s_*$, then $E'(s_*)=0$ and some image $s_k$ lies within $h/2$. Taylor's formula gives

$$E(s_k)\ge E(s_*)-\frac M2\left(\frac h2\right)^2,
\qquad
E(s_*)\le E_{\rm sampled}^{\max}+\frac{Mh^2}{8}.$$

Here $s=x$ and $E''=(A+D)(12x^2-4)$, whose largest magnitude on the interval is $M=8(A+D)=3.58$ eV. With $h=2/3$ the correction is 0.20 eV and the safe bound is 0.55 eV. The finite-difference $M$ in the numerical output is slightly smaller, 3.57 eV, because derivatives at the ends of a table are less accurate; the bound is the same to two digits. Four images give a valid but loose bound. Since the correction falls as $h^2$, more images tighten it quickly. $M$ must be a real bound between the images, not a guess from the same sparse samples.

## What changes in an electric field

A field $F$ along the final polarization adds $-fx$ to the energy, with $f=VP_0F$. This takes the polarization to be proportional to $x$. For $V=0.13$ nm³ and $P_0=50$ uC/cm2, a field of 1 MV/cm gives $f=0.0406$ eV. The stationary conditions are

$$2D(z-x^2)=0,\qquad -4Ax(1-x^2)-4Dx(z-x^2)-f=0.$$

The first gives $z=x^2$, and the second becomes $4Ax(x^2-1)=f$. Its roots are $-0.987$ (initial minimum), $-0.025$ (saddle) and $1.012$ (final minimum). The earlier proof carries over: every path crosses the saddle's value of $x$, where the energy is least at $z=x^2$, and the curve $z=x^2$ between the minima has its maximum there.

The barrier is 0.360 eV, while the straight line between the shifted minima gives 0.659 eV. To first order, the initial energy rises by $f$. The saddle shifts to $x\approx-f/4A$, but the summit energies change only at second order, so the two values are $A-f$ and $A+D-f$. A field this weak lowers both and leaves the gap close to $D$; the gap shrinks at fields approaching the switching field, to about 0.22 eV at 10 MV/cm.

The authors also infer a coherent switching field, meaning the field at which the initial minimum disappears when all cells move alike. With the secondary displacement free, the opposing slope of $A(1-x^2)^2$ is $4Ax(x^2-1)$. Its derivative $4A(3x^2-1)$ vanishes at $x=-1/\sqrt3$, where the slope is largest:

$$f_c=\frac{4A}{\sqrt3}\left(1-\frac13\right)=\frac{8A}{3\sqrt3},\qquad F_c=\frac{8A}{3\sqrt3\,VP_0}=15.2\ {\rm MV/cm}.$$

Freezing $z=1$ replaces $A$ by $A+D$ and gives 26.6 MV/cm. The factor 1.75 reappears because both profiles have the same shape in this model. A barrier bound does not in general become a bound on a switching field, which depends on slopes.

## From one cell to a capacitor

The energies above are per cell, for a crystal in which every cell moves together. Multiplying by the number of cells gives the cost of coherent reversal, but a larger cell also admits paths on which the cells reverse in turn.

Take a ring of eight cells with the extra energy $J\sum_i(x_i-x_{i+1})^2$ and $J=0.04$ eV. Moving all cells along the straight path costs $8\times0.70=5.6$ eV. Letting $z$ relax while the cells stay together costs $8\times0.40=3.2$ eV. Now reverse one cell at a time with $z_i=x_i^2$. Once a reversed region exists, the next cell has one neighbour at $+1$ and one at $-1$, while the other wall costs $4J$:

$$E=A(1-x^2)^2+J\left[(x-1)^2+(x+1)^2+4\right]
=A(1-x^2)^2+J(2x^2+6).$$

This is convex in $x^2$, so its maximum is at $x^2=0$ or 1. The values are $A+6J=0.64$ eV and $8J=0.32$ eV. A scan of all eight reversals, including the first and last, also gives 0.64 eV as the highest energy. This is an upper bound on the ring's barrier, not its value, yet it lies five times below the coherent cost. The size of the reduction depends on $J$, which is a chosen number.

The model's volume and polarization are in the rough range calculated for polar orthorhombic hafnia; 50 uC/cm2 is high beside the remanent polarization of typical films. The polar displacement implies a charge $VP_0/(4u_0)=2.0e$ on each of four polar oxygens, a reasonable size. The energies remain model parameters. Real films switch at fields of order 1 MV/cm, whereas the model needs 15 MV/cm, 3.8 times a rough breakdown field of 4 MV/cm. One assumption that real capacitors break is coherent motion: reversal can start locally and spread by domain walls. The model field is about 15 times the observed one, a larger discrepancy than the authors' factor of 1.75. How much of it comes from coherent motion, and how much from the chosen energies, this model cannot say. Correcting their path is necessary, but does not turn a one-cell barrier into a device activation energy.

Some other omissions can be estimated. Consider a shorted capacitor with film thickness $t_f=10$ nm, a nonpolar layer $t_d=0.5$ nm, and permittivity $\epsilon=30\epsilon_0$ in both, not counting the response of the polar displacement, which the model already contains. Zero voltage and continuous displacement require $t_fE_f+t_dE_d=0$ and $\epsilon(E_d-E_f)=P_0$. Hence $E_f=-P_0t_d/[\epsilon(t_f+t_d)]$ and $E_d=P_0t_f/[\epsilon(t_f+t_d)]$, and the field energy per cell is

$$\frac{V\epsilon}{2}\left(E_f^2+\frac{t_d}{t_f}E_d^2\right)=\frac{VP_0^2}{2\epsilon}\,\frac{t_d}{t_f+t_d}=0.018\ {\rm eV}.$$

It raises the polar states but not the state at $P=0$, so it lowers the coherent barrier by about 4.5%. This estimate assumes a linear, insulating layer. The same formulas give $E_d=18$ MV/cm, well above the assumed breakdown field, and 95% of the energy sits in that layer, so in a real stack leakage or trapped charge would change the result. They also give $E_f=-0.9$ MV/cm, small beside the model's coherent field but comparable to the switching field of real films. A 1% strain with a rough modulus of 200 GPa stores $\tfrac12(200\ {\rm GPa})(0.01)^2V=0.008$ eV; any part of this energy common to the end state and the summit cancels in the barrier. The barrier change depends on how their stresses and stiffnesses differ, which this model does not contain. Harmonic zero-point motion of the two modes, with a mass of 64 u each, changes the barrier by $-0.017$ eV at zero temperature. At 300 K the harmonic quantum correction relative to the classical free-energy barrier is much smaller, about $-0.002$ eV.

Tunnelling can be judged from the parabolic top of the barrier, with $\omega_b^2=4A/(mu_0^2)$ for mode mass $m$. At energy $\varepsilon$ measured from the initial minimum, with $\varepsilon<B$, the Boltzmann factor and the transmission together vary as $\exp[-\varepsilon/kT-2\pi(B-\varepsilon)/\hbar\omega_b]$. This favours energies near the top when $kT>\hbar\omega_b/2\pi$, that is, above 38 K here. At 300 K tunnelling is not the main route for this one-cell coordinate. Classical thermal motion of $q$ leaves the profile in $x$ unchanged, because $\int dz\,\exp[-D(z-x^2)^2/kT]$ does not depend on $x$. Classical motion of $x$ in one well lowers the mean polarization of an isolated cell by 1.3% at 300 K. The well modes have quanta of 20 and 45 meV against $kT=26$ meV, so the classical picture is only approximate; treating both modes quantum mechanically gives 1.5%. Temperature dependence of $A$ and $K$ in a real crystal is outside the model.

## Recommendation

The value 0.70 eV should be reported as an upper bound for coherent reversal between the stated end structures, after the line has been sampled finely enough to locate its maximum. The word "barrier" should be kept for a relaxed path whose summit has been tested for further downhill directions, with a dividing-surface lower bound where one can be found. In this model the two bounds meet at 0.40 eV. The inferred switching field should be withdrawn as a prediction for the capacitor, since even the corrected coherent value lies above the assumed breakdown field. The numerical output below lists the inputs and computed values.

## Computed results

```
Input A: 0.400 eV/cell; K: 1500 eV/nm^2
Input u0: 0.050 nm; q0: 0.020 nm
Input cell volume: 0.130 nm^3; polarization: 50.0 uC/cm2
Implied charge per polar oxygen: 2.03 e
Secondary-mode energy D: 0.300 eV/cell
Straight-path maximum: 0.700 eV/cell
True barrier, formula: 0.4000 eV/cell
True barrier, grid flooding: 0.4000 eV/cell
True barrier, relaxed string: 0.4000 eV/cell
Two-segment path maximum: 0.4000 eV/cell
Line maximum / true barrier: 1.750
Transverse gradient at line maximum: 30.00 eV/nm
Small bend: 0.0002 nm; drop of maximum: 0.00597 eV
First-order prediction of drop: 0.00600 eV
Sampling case q0: 0.008 nm; D: 0.0480 eV
Sampling case, four-image maximum: 0.3540 eV
Sampling case, true barrier by flooding: 0.4000 eV
Sampling case, continuous line maximum: 0.4480 eV
Sampling case, curvature bound M: 3.573 eV
Sampling case, corrected upper bound: 0.5525 eV
Random landscapes: 30; barrier clearly below line: 18
Trap inputs C, b, d, c: 0.70, 0.60, 1.20, 0.40 eV
Trap line maximum: 0.700 eV; force there: 0.0e+00 eV
Trap Hessian eigenvalues: -2.800, -1.200 eV
Trap barrier, formula: 0.4750 eV; flooding: 0.4750 eV
Trap string, unpushed: 0.7000 eV; pushed: 0.4750 eV
Applied field: 1.00 MV/cm; tilt f: 0.04057 eV
Field roots x: -0.9871, -0.0254, 1.0124
Field barrier, formula: 0.3602 eV; flooding: 0.3602 eV
Field straight-path bound: 0.6594 eV
Coherent field, relaxed mode: 15.18 MV/cm
Coherent field, frozen mode: 26.56 MV/cm
Rough breakdown input: 4.0 MV/cm; ratio: 3.79
Ring: 8 cells; coupling: 0.040 eV
Ring straight-path maximum: 5.600 eV
Ring coherent relaxed maximum: 3.200 eV
Ring cell-by-cell maximum: 0.640 eV
Film: 10.0 nm; dead layer: 0.5 nm; permittivity: 30
Depolarization energy of well: 0.0182 eV/cell
Depolarizing field in film: -0.896 MV/cm
Strain input: 1.0 %; modulus: 200 GPa
Strain energy: 0.0081 eV/cell
Mass of each mode: 64 u
Zero-point change of barrier: -0.0170 eV/cell
Tunnelling crossover temperature: 37.8 K
Temperature: 300 K; thermal energy: 0.02585 eV
One-cell thermal mean of x in one well: 0.9870
```
